Speed of step-density waves with absorbing steps and desorption

**Two speeds on one surface**

In the example below, a train of atomic steps 3000 nm apart advances at 18.6 nm/s, yet a long-wave disturbance of its spacing moves at only 2.7 nm/s. Steps run through the disturbance as cars run through a slow region of traffic. If no adatom desorbed, at the same net flux, the steps would move slightly faster, at 20.1 nm/s, and the long-wave disturbance would stand still. In this model, long waves therefore move only because some adatoms desorb.

The result, derived below, is

w = 2 A G xₛ (tanh u − u/cosh² u),  u = L/(2xₛ).

Here w is the wave speed in the laboratory frame, A the surface area per atom in the growing layer, G the net flux, xₛ the diffusion length before desorption and L the mean terrace width. It holds for small disturbances in the limit of many steps per wavelength. Shorter waves need the correction derived further on.

**Model and conventions**

The steps are straight, parallel and one layer high. The surface descends along +x, so growth moves steps towards +x. Atoms arrive at flux F per unit area and time, diffuse with coefficient D and desorb after a mean time τ. Each step exchanges atoms so fast with both adjoining terraces that the adatom density c equals its equilibrium value c_eq at both sides. Under net growth the step then takes up every excess atom that reaches it.

At density c_eq the desorption flux is F_eq = c_eq/τ. Define

G = F − c_eq/τ,  xₛ² = Dτ.

The theory is classical and contains neither ħ nor the electron mass. Its equations hold in any consistent units, atomic units included.

The adatom density is taken to adjust instantly to the positions of the steps. Islands on terraces, forces between steps, adatom drift and step bending are left out.

**Atoms delivered by one terrace**

Let y be the distance from the middle of a terrace. In the steady state, diffusion, desorption and deposition balance:

D c″ − c/τ + F = 0.

Write c = c_eq + n. Since c_eq is constant,

D n″ − n/τ + G = 0,  n(±L/2) = 0.

The constant Gτ solves the inhomogeneous equation. The homogeneous solution even in y is cosh(y/xₛ), because D/xₛ² = 1/τ. The boundary condition fixes its coefficient:

n(y) = Gτ [1 − cosh(y/xₛ)/cosh u].

The flux into the right-hand step is

J = −D n′(L/2)
 = (DGτ/xₛ) sinh u/cosh u
 = G xₛ tanh u.

The last line uses Dτ = xₛ². By symmetry the left-hand step receives the same amount.

When u is small, J ≈ GL/2: each step collects half the terrace. When u is large, J ≈ Gxₛ: atoms landing much farther than xₛ from a step mostly desorb first.

**Velocity of a step**

Let x_n be the position of step n and L_n = x_{n+1} − x_n the terrace in front of it. The terrace behind has width L_{n−1}. Advancing a unit length of step by dx consumes dx/A atoms, so

dx_n/dt = f(L_n) + f(L_{n−1}),
f(L) = A G xₛ tanh(L/2xₛ).

The moving step also sweeps over adatoms in front and uncovers new terrace behind. Both regions have density c_eq at the step, so these two contributions cancel.

For equal terraces,

v(L) = 2f(L) = 2 A G xₛ tanh u.

**From step velocity to wave speed**

Let ρ = 1/L be the number of steps per unit length. If ρ varies slowly, the number of steps passing a fixed point per unit time is

q(ρ) = ρ v(1/ρ).

Steps are neither created nor destroyed, hence

∂ρ/∂t + ∂q/∂x = 0.

Put ρ = ρ₀ + r with r small. To first order,

∂r/∂t + w ∂r/∂x = 0,  w = dq/dρ at ρ₀.

Its solution is r(x,t) = r(x − wt, 0): the pattern moves unchanged at speed w. With dL/dρ = −L²,

w = v + ρ (dv/dL)(dL/dρ)
 = v − L v′(L).

Since du/dL = 1/(2xₛ),

v′(L) = 2AGxₛ · (1/cosh² u) · 1/(2xₛ)
 = AG/cosh² u.

Using L = 2xₛu gives L v′ = 2AGxₛ u/cosh² u, and therefore

w = 2 A G xₛ (tanh u − u/cosh² u).

Dividing by v and using sinh 2u = 2 sinh u cosh u,

w/v = 1 − u/(sinh u cosh u)
 = 1 − 2u/sinh 2u.

The function sinh(z)/z = 1 + z²/6 + … increases with z for z > 0, so w/v rises from 0 at small u towards 1 at large u. The wave follows the steps but lags behind them. Under net evaporation G is negative: steps and wave both reverse direction, and their ratio is unchanged.

**Why complete condensation stops long waves**

For small u,

tanh u = u − u³/3 + 2u⁵/15 − …
u/cosh² u = u − u³ + 2u⁵/3 − …

The linear terms cancel, leaving

tanh u − u/cosh² u = 2u³/3 − 8u⁵/15 + …

With u³ = L³/(8xₛ³), the leading wave speed is

w ≈ A G L³/(6xₛ²).

At fixed L and G it vanishes as 1/xₛ².

The cause is visible without this expansion. If nothing desorbs, a terrace delivers all the atoms it receives, FL per unit step length and time. A uniform train then has v = AFL and

q = v/L = AF,

whatever the spacing. A crowded region has slow steps and a sparse region fast ones, in just the proportion that makes their step currents equal. Hence dq/dρ = 0. This argument uses conservation of atoms and not the way a terrace divides its atoms between its two steps, so attachment barriers do not alter it.

Weak desorption upsets the balance. To leading order the density excess is the parabola

n ≈ (G/2D)(L²/4 − y²).

Its integral across the terrace is GL³/(12D). Dividing by τ gives the excess loss, GL³/(12xₛ²), so

v ≈ A[GL − GL³/(12xₛ²)].

The operation v − Lv′ removes the term linear in L and multiplies the cubic term by 1 − 3 = −2. The result is AGL³/(6xₛ²), as before. The wave moves because wide terraces lose a larger fraction of their atoms than narrow ones.

In the opposite limit, u ≫ 1,

w/v ≈ 1 − 4u e^(−2u).

Each step then draws from strips about xₛ wide on its two sides and hardly senses its neighbours. All steps move at nearly the same speed and carry the pattern with them.

**Finite wavelengths**

The continuum argument needs a wavelength of many terraces. The discrete equations show how many. Put

x_n = nL + vt + ε_n,

with small ε_n. The terraces in front and behind change by ε_{n+1} − ε_n and ε_n − ε_{n−1}. Linearizing the velocity law gives

dε_n/dt = f′(L)(ε_{n+1} − ε_n + ε_n − ε_{n−1})
 = f′(L)(ε_{n+1} − ε_{n−1}).

For ε_n proportional to exp[i(nφ + ωt)],

iω = f′(L)(e^(iφ) − e^(−iφ)) = 2i f′(L) sin φ,
ω = v′(L) sin φ.

The frequency is real, so in this model a small wave neither grows nor decays. A point of constant phase obeys dn/dt = −ω/φ. Its laboratory position is nL + vt, so its speed is

w_φ = v − L v′(L) (sin φ)/φ.

With N steps per wavelength, φ = 2π/N. As N grows, (sin φ)/φ tends to 1 and w_φ to w. For small φ,

w_φ ≈ w + L v′ φ²/6.

The long-wave formula is good when the second term is much smaller than the first. For small u, Lv′ ≈ AGL and w ≈ AGL·L²/(6xₛ²), so the condition becomes φ ≪ L/xₛ, or

N L ≫ 2πxₛ.

The wavelength must be long compared with the diffusion length as well as with a terrace. Under complete condensation xₛ is infinite and no finite wavelength meets this condition. Such a wave creeps forward at

w_φ = A F L [1 − (sin φ)/φ].

The standstill is therefore a long-wave limit.

**Worked example**

The parameters are rough, round values in the regime of very flat Si(111) near 1500 K, where kT = 0.1293 eV. The jump length is a = 0.384 nm. Two atoms of the layer share one surface cell, so A = √3a²/4 = 0.0639 nm². With attempt frequency ν = 10¹³ s⁻¹, diffusion barrier E_m = 1.1 eV, desorption barrier E_d = 3.6 eV and adatom formation energy E_f = 0.5 eV, take

D = (a²ν/4) exp(−E_m/kT) = 7.43 × 10⁷ nm²/s,
τ = ν⁻¹ exp(E_d/kT) = 0.1246 s,
A c_eq = exp(−E_f/kT) = 0.0209 layer.

Then

xₛ = √(7.426 × 10⁷ × 0.1246) = 3042 nm,
u = 3000/(2 × 3042) = 0.493.

The equilibrium flux is AF_eq = 0.0209/0.1246 ≈ 0.168 layer/s. Deposition is set 4 percent above it, giving AG = 0.00671 layer/s. The common prefactor is

2AGxₛ = 2 × 0.006709 × 3041.7 = 40.8 nm/s.

With tanh u = 0.4567 and u/cosh² u = 0.3903,

v = 40.8 × 0.4567 = 18.6 nm/s,
w = 40.8 × (0.4567 − 0.3903) = 2.71 nm/s.

The wave speed is 27.1 angstrom/s, or 0.145 of the step speed. The leading small-u formula would give (20.13/6)(3000/3042)² = 3.26 nm/s, about 20 percent above the full long-wave result. At u near one half the full formula is needed.

As a test, the terrace equation was solved numerically, without the hyperbolic solution, and the step current differentiated with respect to step density. This also gives 2.711 nm/s. In a second test, the coupled equations of motion were integrated for trains carrying one wavelength of displacement, with amplitude 0.3 nm. The pattern moved at 2.777 nm/s for 40 steps and 3.739 nm/s for 10 steps. The finite-wavelength formula accounts for the difference. For 10 steps, φ = 0.6283 and (sin φ)/φ = 0.9355, so

w_φ = 18.64 − (18.64 − 2.71) × 0.9355 = 3.74 nm/s.

The long-wave value is thus 2 percent below the 40-step speed and 27 percent below the 10-step speed.

With desorption removed and the same net flux, the steps move at 20.1 nm/s. The simulated waves creep at 0.083 nm/s for 40 steps and 1.30 nm/s for 10. Their ratio is close to (10/40)² = 1/16, as the φ² law requires.

**A second case: slow attachment**

Suppose both sides of a step take up atoms at a finite rate, J = κn at the edge. The attachment length d = D/κ measures the resistance. Write the even solution as

n = Gτ[1 − B cosh(y/xₛ)].

Its edge flux is J = GxₛB sinh u. The attachment law requires

GxₛB sinh u = (D/d)Gτ(1 − B cosh u).

Multiply by d/(Gxₛ²), use Dτ = xₛ² and set δ = d/xₛ. Then

δB sinh u = 1 − B cosh u,
B = 1/(cosh u + δ sinh u).

The speed of a uniform train becomes

v = 2AGxₛ tanh u/(1 + δ tanh u).

The derivative of T/(1 + δT) with respect to T is 1/(1 + δT)². Therefore

w = 2AGxₛ [ tanh u/(1 + δ tanh u)
 − u/(cosh² u (1 + δ tanh u)²) ].

For d = 100 nm, δ = 0.0329 and the bracket is 0.4499 − 0.3788 = 0.0711, so w = 2.90 nm/s. The numerical terrace solution gives 2.903 nm/s. The wave speeds up by 7 percent although the steps slow down.

The loss argument explains the sign. For weak desorption each edge must pass GL/2, which raises the density everywhere by GLd/(2D). The additional loss per terrace is GL²d/(2xₛ²). It lowers v, but v − Lv′ multiplies this quadratic term by 1 − 2 = −1, so w increases:

w ≈ (AG/xₛ²)(L³/6 + dL²/2).

This form needs small u and dL ≪ xₛ²; at the u of the example it gives 3.59 nm/s instead of 2.90. The sign is not general either: for d = 100 nm slow attachment lowers w once u exceeds about 1.1.

**What the model leaves out**

In this example the wave speed is very sensitive to temperature. The equilibrium flux varies as exp[−(E_d + E_f)/kT], so one kelvin raises it by about

4.1/(0.1293 × 1500) = 2.1 percent.

At fixed deposition flux this removes about half of the 4 percent excess. The wave speed falls from 2.71 to 1.28 nm/s. Growth farther above equilibrium would be less sensitive, but would make islands more likely.

An island of radius r costs 2πrβ in edge energy and gains πr²Δμ/A, where β is the line energy and Δμ the driving energy per atom. The net cost is greatest at r = βA/Δμ, where it equals πβ²A/Δμ. In mid-terrace Δμ = kT ln(c/c_eq) = 5.7 × 10⁻⁴ eV. For a rough β = 0.15 eV/nm the barrier is 7.9 eV, about 61 kT. Taking the nucleation rate per area as Dc² exp(−barrier/kT), with the mid-terrace density used everywhere, gives about 3 × 10⁻¹¹ islands per area L² during one step passage. The same estimate reaches one island at β of about 0.12 eV/nm, or about 0.135 eV/nm if a square 120 μm on a side is watched for 12 hours. The margin in β is modest, even though the predicted number is tiny.

Unequal delivery to the two sides makes waves grow or decay. Let a(L) be the flux from a terrace to the step behind it and b(L) the flux to the step ahead. Linearizing as before gives

dε_n/dt = A[a′(ε_{n+1} − ε_n) + b′(ε_n − ε_{n−1})].

Inserting exp(inφ) and taking the real part of the rate gives the growth rate

σ = A(b′ − a′)(1 − cos φ).

An attachment length of 100 nm on the upper-terrace side alone damps the 40-step wave by 0.26 percent while it travels one wavelength. An electric field of 5 V/cm acting on an effective charge of 0.1 e, both rough, gives a drift of 29 nm/s. Over the same travel it changes the amplitude by 0.11 percent: growth for drift down the steps, decay for drift up them. The damping is small because the attachment length is short compared with L. The drift figure holds for perfect-sink steps, where the drift only skews the small excess n and its speed is small compared with D/L. With finite attachment the drift acts on the whole density c_eq: an attachment length of 100 nm on both sides raises the figure tenfold, to 1.2 percent. Short waves respond much faster, since σ is proportional to 1 − cos φ. With that attachment length and drift down the steps, an alternation of wide and narrow terraces (φ = π) grows about eightfold in 12 hours under instant adjustment.

Steps that are free to bend set a stricter limit. During growth, slower attachment from the upper terrace damps the wave but makes straight steps unstable against bending, the Bales–Zangwill instability. For the same 100 nm and a rough step stiffness of 0.15 eV/nm, linear stability theory gives a fastest growth rate of about 1.5 × 10⁻³ s⁻¹, at a bending wavelength near 2.7 μm. Small bends would then grow e-fold in about 11 minutes, and the straight-step model would fail within hours. With an attachment length of 10 nm the same theory lets the fastest bends grow by only about 14 percent in 12 hours.

The instant-adjustment assumption is good for the wave speed in this example. Dropping it leaves the 40-step speed at 2.777 nm/s for perfect-sink steps and adds a weak damping, 0.015 percent per wavelength travelled. For φ = π the damping is about 11 percent in 12 hours, because adatoms drift up the steps relative to the moving train; this offsets part of any growth caused by drift down the steps. Diffusion across a terrace takes L²/D = 0.12 s and desorption 0.12 s, against 161 s for a step to advance by one terrace. Step repulsion is also negligible. For an interaction energy g/L² per unit length with a rough g = 0.1 eV nm, the force from one neighbour is 2g/L³. Multiplied by A, it is 3.7 × 10⁻¹² kT per atom, far below the 4 percent flux excess.

**Relation to a real surface**

With steps 0.314 nm high, terraces 3000 nm wide correspond to a miscut of only 0.006 degree. A miscut of 0.1 degree with the same 0.314 nm step gives L ≈ 180 nm. At the same temperature and xₛ, u ≈ 0.03 and w/v ≈ 0.0006, so long waves would practically stand still. The example needs a much flatter region than that.

The diffusion length is uncertain because it depends exponentially on the barriers: xₛ = (a/2) exp[(E_d − E_m)/2kT]. Raising E_d − E_m by 0.1 eV multiplies xₛ² by exp(0.1/0.1293) = 2.2. At fixed G and small u, the wave speed falls by that factor; from the u of this example it falls by a factor of about 2.0. Real steps need not be perfect sinks either; the trial attachment length moved the result by 7 percent. Over one 40-step wavelength, 120 μm, the wave would take about 12 hours. Temperature and flux would have to stay steady, and the steps straight, for that time, so the example is a calculation of scale and not a prediction for a particular sample.

**Implementation**

Evaluate w as v(1 − 2u/sinh 2u). In double precision, below u of about 0.002, use 2AGxₛ(2u³/3 − 8u⁵/15) to avoid subtracting nearly equal numbers. For large u, replace 2u/sinh 2u by the identical expression 4u e^(−2u)/(1 − e^(−4u)), which does not overflow.

For the crests of a periodic disturbance with N steps per wavelength, use w_φ with φ = 2π/N. The envelope of a localized packet obeys dn/dt = −dω/dφ and moves at the group speed v − L v′ cos φ, which is 5.75 nm/s for N = 10 against w_φ = 3.74 nm/s. For large disturbances, integrate the step equations directly. The reason is that

dw/dL = −L v″(L) = AG(L/xₛ) tanh u/cosh² u,

which is positive during growth. Sparse regions carry their disturbances faster than dense ones, so a sparse region behind a dense one catches up and the profile steepens. Once the spacing changes appreciably from one terrace to the next, the continuum equation no longer applies. The numerical output gives the remaining input values and the speed ratio at other values of u.

Computed values

```
temperature: 1500 K
thermal energy: 0.1293 eV
jump length: 0.384 nm
area per atom: 0.0639 nm^2
attempt frequency: 1.0e+13 1/s
diffusion barrier: 1.1 eV
desorption barrier: 3.6 eV
adatom formation energy: 0.5 eV
terrace width L: 3000 nm
step height: 0.314 nm
miscut: 0.0060 degree
diffusion coefficient: 7.426e+07 nm^2/s
desorption time: 0.1246 s
diffusion length xs: 3041.7 nm
u = L/(2 xs): 0.4931
equilibrium coverage: 0.0209 layer
equilibrium flux: 0.16773 layer/s
deposition flux: 0.17444 layer/s
net flux: 0.006709 layer/s
flux excess over equilibrium: 4.0 percent
tanh u: 0.4567
u/cosh^2 u: 0.3903
step speed: 18.640 nm/s
long-wave speed, formula: 2.711 nm/s
long-wave speed, numerical: 2.711 nm/s
long-wave speed, converted: 27.11 angstrom/s
wave speed / step speed: 0.1454
simulated wave, 40 steps: 2.777 nm/s
simulated wave, 10 steps: 3.739 nm/s
Complete condensation, same net flux:
  step speed: 20.127 nm/s
  simulated wave, 40 steps: 0.0827 nm/s
  simulated wave, 10 steps: 1.2984 nm/s
Wave speed / step speed at other u:
  u = 0.1: 0.0066
  u = 0.5: 0.1491
  u = 1.0: 0.4486
  u = 2.0: 0.8534
  u = 3.0: 0.9703
Neglected effects:
  wave speed if 1 K hotter: 1.277 nm/s
  trial attachment length: 100 nm
  wave speed, both sides so: 2.903 nm/s
  log gain per wavelength, upper side so: -2.57e-03
  field: 5.0 V/cm; charge: 0.1 e
  adatom drift speed: 28.73 nm/s
  log gain, drift down steps: 1.11e-03
  log gain, drift up steps: -1.11e-03
  mid-terrace driving energy: 5.695e-04 eV
  island line energy: 0.15 eV/nm
  island barrier: 7.93 eV
  islands per L^2 per step passage: 2.7e-11
  line energy for one island: 0.117 eV/nm
  terrace diffusion time L^2/D: 0.121 s
  step passage time L/v: 160.9 s
  step repulsion coefficient: 0.1 eV nm
  step repulsion energy / kT: 3.7e-12
```
